\section*{Why a Weak Einzel Lens Converges Electrons at Either Polarity}

\section*{Question}

An einzel lens has three coaxial electrodes. The outer two share one potential, and the central one is held at a different potential. Reversing the central voltage, measured relative to the outer electrodes, exactly reverses the electric field everywhere in the lens, and with it the radial force at every point. Why does a weak lens of this kind nevertheless bend an electron beam towards the axis for both signs of the voltage?

\section*{The forces and their near cancellation}

Let $\Phi(r,z)$ be the electrostatic potential, with its zero chosen where the electron would be at rest. An electron of charge $-e$ then has kinetic energy $e\Phi$. Write $\varphi(z)=\Phi(0,z)$ for the potential on the axis, and let a prime mean $d/dz$. The lens is static and rotationally symmetric, the motion is non-relativistic and in a plane containing the axis, and the space charge of the beam is neglected.

Near the axis, symmetry allows $\Phi=\varphi(z)+a(z)r^2+\dots$. Laplace's equation at $r=0$ reads $4a+\varphi''=0$, so
\begin{equation}
\Phi=\varphi-\tfrac14\varphi''r^2+\dots,\qquad
F_r=e\frac{\partial\Phi}{\partial r}=-\tfrac12 e\varphi''r .
\end{equation}
The force points inwards where $\varphi''>0$ and outwards where $\varphi''<0$.

If the central electrode is lowered, $\varphi$ has a valley. Its bottom has $\varphi''>0$ and focuses; its two flanks, where the valley joins the flat potential outside, have $\varphi''<0$ and defocus. If the electrode is raised, $\varphi$ has a hill: the middle defocuses and the flanks focus. In both cases $\int\varphi''dz=0$, because $\varphi'$ vanishes outside the lens. An electron that crossed at constant speed and constant distance from the axis would receive no net radial impulse.

Neither quantity is constant, and both changes favour focusing.

\begin{itemize}
\item \emph{Speed.} An impulse is force times time. In the valley the electron is slowest in the middle, so the focusing force acts longer. On the hill it is fastest in the middle, so the defocusing force acts for a shorter time.
\item \emph{Distance.} The force is proportional to $r$. In the valley the first flank pushes the electron outwards, and it meets the focusing middle farther from the axis. On the hill the first flank pulls it inwards, and it meets the defocusing middle closer to the axis.
\end{itemize}

Reversing the voltage reverses the force, but it also reverses the change in speed and the change in distance. The net effect is a product of two quantities that both change sign, and so it keeps its own.

\section*{The size of the two effects}

To lowest order in $r$ and $r'$ the axial speed is $v=\sqrt{2e\varphi/m}$, and $d/dt=v\,d/dz$. The radial equation of motion becomes
\begin{equation}
m v\,(v r')'=-\tfrac12e\varphi''r .
\end{equation}
The left side equals $2e\sqrt\varphi\,(\sqrt\varphi\,r')'$. Dividing by $2e\sqrt\varphi$ gives
\begin{equation}
(\sqrt\varphi\,r')'=-\frac{\varphi''}{4\sqrt\varphi}\,r .
\label{impulse}
\end{equation}
Mass and charge have dropped out. Let the potential outside be $V_0$ on both sides, and let a ray enter parallel to the axis at height $r_{\rm in}$. Define the focal length by the exit slope,
\begin{equation}
\frac1f=-\frac{r'_{\rm out}}{r_{\rm in}},
\end{equation}
so that $f>0$ means convergence, provided the ray has not crossed the axis inside the lens. Integrating (\ref{impulse}) through the lens,
\begin{equation}
\frac1f=\frac1{4\sqrt{V_0}}\int\frac{\varphi''}{\sqrt\varphi}\,\frac{r}{r_{\rm in}}\,dz .
\label{power}
\end{equation}

Now write $\varphi=V_0(1+\varepsilon h)$ with $\varepsilon=U/V_0$, where $U$ is the voltage of the central electrode relative to the outer ones and $h(z)$ is a fixed shape. To first order in $\varepsilon$, (\ref{impulse}) is $r''=-\tfrac14\varepsilon h''r_{\rm in}$. Two integrations, with $h=h'=0$ at the entrance, give
\begin{equation}
r=r_{\rm in}\left(1-\tfrac14\varepsilon h\right).
\label{first}
\end{equation}
With $(1+\varepsilon h)^{-1/2}=1-\tfrac12\varepsilon h+\dots$, equation (\ref{power}) becomes, to second order,
\begin{equation}
\frac1f=\frac{\varepsilon}{4}\int h''\left(1-\tfrac12\varepsilon h-\tfrac14\varepsilon h\right)dz .
\end{equation}
The first term integrates to zero. For the others, integration by parts gives $\int hh''dz=-\int h'^2dz$. Hence
\begin{equation}
\frac1f=\varepsilon^2\left(\frac18+\frac1{16}\right)\int h'^2dz
=\frac{3\varepsilon^2}{16}\int h'^2dz .
\label{weak}
\end{equation}
The $\tfrac18$ comes from the speed and the $\tfrac1{16}$ from the distance. At this order two thirds of the focusing power is due to the changed speed and one third to the changed distance. Rays traced at $\varepsilon=\pm0.02$ through the lens described below, averaged over the two signs, give shares of 0.6666 and 0.3334.

\section*{Picht's form}

The expansion shows the sign for small $\varepsilon$ without saying how small $\varepsilon$ must be. A change of variable removes the need to expand. Carrying out the derivative in (\ref{impulse}) and dividing by $\sqrt\varphi$ gives the paraxial ray equation
\begin{equation}
r''+\frac{\varphi'}{2\varphi}\,r'+\frac{\varphi''}{4\varphi}\,r=0 .
\label{ray}
\end{equation}
Try $r=R\,\varphi^{-s}$. The terms in $R'$ are then $(-2s+\tfrac12)(\varphi'/\varphi)R'$, and they vanish for $s=\tfrac14$. With this choice,
\begin{align}
r'&=\varphi^{-1/4}\left[R'-\frac{\varphi'}{4\varphi}R\right],
\label{slope}\\
r''&=\varphi^{-1/4}\left[R''-\frac{\varphi'}{2\varphi}R'-\frac{\varphi''}{4\varphi}R+\frac5{16}\left(\frac{\varphi'}{\varphi}\right)^2R\right].
\end{align}
Insert both in (\ref{ray}) and multiply by $\varphi^{1/4}$. The terms in $R'$ cancel as intended. The terms in $\varphi''$ cancel as well, $-\tfrac14+\tfrac14=0$. The squares of $\varphi'/\varphi$ add up to $\tfrac5{16}-\tfrac18=\tfrac3{16}$, and
\begin{equation}
R''+q(z)\,R=0,\qquad q=\frac3{16}\left(\frac{\varphi'}{\varphi}\right)^2\ge0 .
\label{picht}
\end{equation}
This is Picht's form. The quantity $\varphi''$, whose sign alternates along the lens, has gone. What remains is the square of the axial field divided by the square of the potential. Its sign does not depend on the polarity, although its size does. In the variable $R$ no part of the lens defocuses.

The variable $R$ is not the distance from the axis, so the conclusion has to be carried back to $r$. Outside the lens $\varphi'=0$ and $\varphi=V_0$. There (\ref{slope}) gives $r'=V_0^{-1/4}R'$, and also $r=V_0^{-1/4}R$. The common factor cancels, so that $1/f=-R'_{\rm out}/R_{\rm in}$.

\section*{How weak is weak enough}

Let the field lie between the planes $z=a$ and $z=b$, with $\varphi>0$ throughout. The ray starts with $R=R_{\rm in}>0$ and $R'=0$. As long as $R>0$, (\ref{picht}) gives $R''\le0$, so $R'\le0$ and $R\le R_{\rm in}$. Putting this upper limit into $R''=-qR$ gives $R''\ge-qR_{\rm in}$, and two integrations yield
\begin{equation}
R(z)\ge R_{\rm in}\,[1-A(z)],\qquad A(z)=\int_a^z(z-s)\,q(s)\,ds .
\label{lower}
\end{equation}
The function $A$ does not decrease with $z$. If $A(b)<1$, the right side stays positive up to the exit, and the ray cannot reach the axis inside the lens. This is a sufficient condition for the lens to count as weak.

One integration of (\ref{picht}) gives $1/f=\int_a^b q\,(R/R_{\rm in})\,dz$. The integrand is nowhere negative, and it is positive wherever $\varphi'\ne0$. So $1/f>0$ for either sign of $U$. The limits $1-A\le R/R_{\rm in}\le1$ also bracket its value:
\begin{equation}
Q-M\le\frac1f\le Q,\qquad Q=\int_a^bq\,dz,\quad M=\int_a^bqA\,dz .
\label{bounds}
\end{equation}
The upper bound $Q$ is the thin-lens value, obtained by holding $R$ constant.

\section*{Equal signs, unequal strengths}

Expanding $q$ in the voltage gives
\begin{equation}
q=\frac3{16}\frac{\varepsilon^2h'^2}{(1+\varepsilon h)^2}
=\frac3{16}\varepsilon^2h'^2\,(1-2\varepsilon h+\dots).
\end{equation}
Since $M$ contains two factors of $q$, it is of order $\varepsilon^4$. Therefore
\begin{equation}
\frac1f=\frac{3\varepsilon^2}{16}\int h'^2dz-\frac{3\varepsilon^3}{8}\int h\,h'^2dz+O(\varepsilon^4).
\label{cubic}
\end{equation}
For a lens with $h\ge0$ the second integral is positive, and in the weak limit the lowered electrode ($\varepsilon<0$) gives the stronger lens at the same $|U|$, $V_0$ and geometry. The reason is visible in $q$: the field enters relative to the local kinetic energy, which is smaller in the valley.

\section*{A miniature lens in numbers}

Take a 1\,keV beam and three coaxial tubes of bore radius 100\,$\mu$m. The central tube is 200\,$\mu$m long, the gaps are 100\,$\mu$m, and $U=\pm300$\,V, so $\varepsilon=\pm0.3$. The potential on the bore surface is taken to vary linearly across each gap. This is a simplification: between real metal tubes the variation is not exactly linear, so the figures below belong to this model field. The shape function reaches $h=0.946$ at the centre, and $\varphi''$ changes sign at $|z|=150\,\mu$m, the middle of each gap.

The axial potential at the centre is $1000\pm300\times0.946$, that is 1284\,V or 716\,V. The speed there, relative to the speed outside, is $\sqrt{1.284}=1.133$ for the raised electrode and $\sqrt{0.716}=0.846$ for the lowered one. Equation (\ref{first}) predicts a distance from the axis at the centre of $1\mp0.3\times0.946/4$, or 0.929 and 1.071 times the entry height. The traced paraxial rays give 0.932 and 1.073.

The integrand of (\ref{power}) can be split into its positive and negative parts:
\begin{align}
\text{raised:}\quad&823.0-725.0=98.0\ \mathrm{m^{-1}},\\
\text{lowered:}\quad&1053.8-876.2=177.6\ \mathrm{m^{-1}}.
\end{align}
The lens is a small difference between two large and opposite actions. For the raised electrode the difference is 12\,\% of the focusing part, and for the lowered one 17\,\%.

The focal lengths are 10.2\,mm (raised) and 5.6\,mm (lowered), a ratio of powers of 1.81. Integrating Newton's equations in the full two-dimensional field, for a ray entering 0.1\,$\mu$m from the axis, gives 98.03 and 177.67\,m$^{-1}$; Picht's equation gives the same values to these digits. The bounds (\ref{bounds}) are 98.03 and 98.93\,m$^{-1}$ for the raised electrode, and 177.66 and 180.45\,m$^{-1}$ for the lowered one. The thin-lens value $Q$ is thus too large by 0.9\,\% and 1.6\,\% of the true paraxial power. For a symmetric lens $A(b)=bQ$, with $b$ measured from the centre. With the exit plane at $b=1.2$\,mm this is 0.12 and 0.22, well below 1.

The expansion (\ref{cubic}) has the coefficients $1432\,\mathrm{m^{-1}}$ for $\varepsilon^2$ and $-1405\,\mathrm{m^{-1}}$ for $\varepsilon^3$. At 300\,V the quadratic term is $0.09\times1432=128.9\,\mathrm{m^{-1}}$ for both signs, and the cubic term is $\mp0.027\times1405=\mp37.9\,\mathrm{m^{-1}}$. The sums, 91.0 and 166.8\,m$^{-1}$, fall short of the ray results by 7\,\% and 6\,\%; terms from $\varepsilon^4$ onwards make up the rest. At 100\,V the same two terms are 14.3 and $\mp1.4\,\mathrm{m^{-1}}$: the polarities draw together as the lens weakens.

\section*{Beside a real column}

Beam energy and bore are of the rough size used in miniature electron-beam columns for lithography. The focal lengths are long for such a column, which is itself roughly a few millimetres long, so this is a weak setting. The mean field in the gap is 0.03\,MV/cm, against a rough breakdown scale of 0.1\,MV/cm; the field at electrode edges is higher than the mean. Real electrodes are often plates with holes instead of long tubes. That changes $\int h'^2dz$ and hence $f$, by an amount not computed here, but it leaves the sign argument intact. Real lenses also depart from perfect roundness and alignment, and electrons in the beam scatter off one another at random; neither effect is sized here.

Other neglected effects can be sized for a beam of 10\,$\mu$m radius, with the raised electrode quoted first. Relativity lowers the power by 0.07\,\% and 0.05\,\%. Spherical aberration makes the outermost ray miss the axis by 45 and 54\,nm at the paraxial focus. The miss lies on the far side of the axis, so outer rays are focused more strongly, by about 0.5\,\%. An energy offset of 0.5\,eV at fixed $U$ gives a spot radius of 9 and 12\,nm, and diffraction gives 24 and 13\,nm. These pairs compare equal voltages, not equal focal lengths. At 1\,nA the mean space-charge repulsion, estimated at constant beam radius over one focal length, is about $5\times10^{-4}$ and $1.5\times10^{-4}$ of the lens deflection. The repulsion grows as the beam narrows towards the focus, so this estimate of the total deflection is low. It also treats the charge as smooth, whereas at 1\,nA the electrons are on average $ev/I\approx3$\,mm apart along the axis, only two or three per focal length; the figure is an average, and the deflection of a given electron depends on its chance neighbours. The largest displacement comes from a transverse magnetic field of 50\,$\mu$T, roughly the Earth's: without shielding it moves the spot sideways by 24 and 7\,$\mu$m over one focal length. To leading order it shifts all rays together and does not undo their convergence.

\section*{Where the argument stops}

\emph{A field at the exit.} If $\varphi'\ne0$ where the slope is taken, the second term in (\ref{slope}) survives. For $\varphi'<0$ it points outwards and can win. Take $\varphi/V_0=1-0.05\ln(1+e^{z})$, with $z$ in bore radii: a field-free region followed by a retarding field, as behind a single aperture. For a parallel ray of unit height, the slopes at $z=6$ are $R'=-0.0035$ and $r'=+0.0155$ per bore radius, with $R$ scaled to 1 at entry. The ray diverges although $R$ is concave. The einzel lens escapes this because its field ends before the beam leaves.

\emph{Unequal outer potentials.} If the outer regions are field-free but at $V_1$ and $V_2$, then $R_{\rm in}=V_1^{1/4}r_{\rm in}$ and $r'_{\rm out}=V_2^{-1/4}R'_{\rm out}$. The power acquires the positive factor $(V_1/V_2)^{1/4}$, and a weak lens still converges.

\emph{A strong retarding lens.} At the centre of the valley $\varphi'=0$, so $q$ vanishes there. As the potential at the centre approaches zero, however, the peaks of $q$ on either side grow without limit, and the ray may cross the axis inside. At $U=-1049.43$\,V, with 7.20\,V left at the centre, the same tubes give a paraxial $1/f=-1242\,\mathrm{m^{-1}}$; the value is very sensitive, changing by about $200\,\mathrm{m^{-1}}$ when $U$ moves by 0.4\,V. The example holds only close to the axis: the central tube is 49\,V below the electron's rest potential, so $\Phi$ reaches zero about 30\,$\mu$m off the axis in the mid-plane, and a ray entering at 10\,$\mu$m leaves with roughly twice the paraxial slope per unit height. The mean gap field, 0.105\,MV/cm, also exceeds the rough breakdown scale quoted above, so this illustrates the equation rather than a usable setting. Since $R'\le0$ as long as $R>0$, a positive exit slope requires an earlier crossing. After a crossing, the sign of $1/f$ alone no longer tells whether the ray is approaching the axis. This voltage is one example, not the threshold. If $\varphi$ reaches zero, the lens becomes a mirror and (\ref{picht}) does not apply.

The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
bore radius, gap, central tube: 100, 100, 200 um
beam potential V0: 1000 V; central voltage: +/-300 V
beam radius: 10 um; energy offset: 0.5 eV
current: 1 nA; stray field: 50 uT
shape h at lens centre: 0.9460
phi'' changes sign at |z| = 150.3 um
weak coefficient of eps^2, integral: 1432.2 1/m
weak coefficient of eps^2, rays:     1432.7 1/m
weak coefficient of eps^3, integral: -1405.2 1/m
weak coefficient of eps^3, rays:     -1405.5 1/m
eps used for these rays: +/-0.02
share of power from speed at fixed r: 0.6666
share of power from changed distance: 0.3334
eps^2 power at 300 V, both signs: 128.90 1/m
[raised] axial potential at centre: 1283.8 V
[raised] speed at centre / outside: 1.1331
[raised] ray distance at centre / entry: 0.9321
[raised] focusing part of power: 823.0 1/m
[raised] defocusing part of power: -725.0 1/m
[raised] 1/f full field, Newton: 98.032 1/m
[raised] 1/f Picht equation: 98.032 1/m
[raised] bounds Q-M, Q: 98.030, 98.930 1/m
[raised] A at exit (must be < 1): 0.119
[raised] focal length: 10.201 mm
[raised] spherical miss at paraxial focus: -44.5 nm
[raised] chromatic spot radius: 8.7 nm
[raised] relativistic change of 1/f: -0.073 %
[raised] diffraction radius: 24.1 nm
[raised] space-charge / lens slope: 5.0e-04
[raised] sideways shift by stray field: 24.4 um
[lowered] axial potential at centre: 716.2 V
[lowered] speed at centre / outside: 0.8463
[lowered] ray distance at centre / entry: 1.0728
[lowered] focusing part of power: 1053.8 1/m
[lowered] defocusing part of power: -876.2 1/m
[lowered] 1/f full field, Newton: 177.674 1/m
[lowered] 1/f Picht equation: 177.673 1/m
[lowered] bounds Q-M, Q: 177.664, 180.449 1/m
[lowered] A at exit (must be < 1): 0.217
[lowered] focal length: 5.628 mm
[lowered] spherical miss at paraxial focus: -54.3 nm
[lowered] chromatic spot radius: 11.7 nm
[lowered] relativistic change of 1/f: -0.054 %
[lowered] diffraction radius: 13.3 nm
[lowered] space-charge / lens slope: 1.5e-04
[lowered] sideways shift by stray field: 7.4 um
power ratio lowered / raised: 1.812
mean gap field: 0.030 MV/cm; rough breakdown: 0.1 MV/cm
aperture, field at exit: r' = +0.01550, R' = -0.00349 (per bore radius)
strong lens: U = -1049.4 V, centre at 7.20 V, 1/f = -1242 1/m
\end{verbatim}
